Transparency density of undoped bulk GaAs at room temperature

**Question**

I have to find the carrier density at which undoped bulk GaAs becomes transparent at room temperature. I am given parabolic bands with masses 0.067 for electrons and 0.47 for holes, and I am told to use full Fermi integrals.

I set the quasi-Fermi level separation equal to the gap, used Boltzmann factors for both bands, and got √(N_c N_v) ≈ 1.9 × 10¹⁸ cm⁻³. Is that good enough? If not, how do I solve the problem with the real integrals, when neither quasi-Fermi level is known? I would also like to know how far to trust the result for an actual device.

**Answer**

Your transparency condition is right, but Boltzmann statistics fail for the electrons. The full problem still reduces to one equation for one unknown, and you can solve it with a pocket calculator.

**What transparency means**

Take an upper state at energy E₂ and a lower state at E₁, joined by a photon of energy hν = E₂ − E₁. Let f_c and f_v be the probabilities that the upper and lower states hold an electron. Stimulated emission needs a full upper state and an empty lower one, and absorption needs the reverse. Both have the same matrix element, so the net stimulated rate is proportional to

f_c(1 − f_v) − f_v(1 − f_c) = f_c − f_v.

I assume that each band is in thermal equilibrium within itself, at the lattice temperature, with its own quasi-Fermi level F_c or F_v:

f_c = 1/[1 + exp((E₂ − F_c)/kT)]
f_v = 1/[1 + exp((E₁ − F_v)/kT)].

The Fermi function falls as its exponent rises, so f_c > f_v means E₂ − F_c < E₁ − F_v, or

F_c − F_v > hν.

The smallest photon energy for a transition between ideal bands is the gap E_g. As the density rises, inversion therefore begins at the band edge, when

F_c − F_v = E_g.

The density at that point is the transparency density n_tr. It describes zero net band-to-band absorption at the edge. Free-carrier absorption, scattering and mirror loss are not included, so a laser threshold lies higher.

**Counting the carriers**

Measure each quasi-Fermi level from its own band edge, in units of kT, counting positive when it lies inside the band:

η_c = (F_c − E_c)/kT
η_v = (E_v − F_v)/kT.

Adding them gives

η_c + η_v = (F_c − F_v − E_g)/kT,

so the transparency condition is η_c + η_v = 0. Write η_c = η and η_v = −η.

For the electron density, sum over wave vectors q, with two spins:

n = (1/π²) ∫₀^∞ q² f_c dq.

With a parabolic band, set ħ²q²/(2m) = x kT. Then q = (2m kT/ħ²)^(1/2) √x, and

q² dq = ½ (2m kT/ħ²)^(3/2) √x dx.

Define the normalized Fermi integral

F(η) = (2/√π) ∫₀^∞ √x/(1 + e^(x−η)) dx.

The bare integral is (√π/2)F(η), so

n = (1/2π²)(2m kT/ħ²)^(3/2) (√π/2) F(η).

Since 2m kT/ħ² = 4π × m kT/(2πħ²), the power 3/2 brings out (4π)^(3/2) = 8π^(3/2). The numerical prefactor becomes 8π^(3/2) × √π/(4π²) = 2, and

n = N_c F(η), N_c = 2[m_e kT/(2πħ²)]^(3/2).

For holes, the probability that a state at depth x kT below the valence edge is empty is

1 − f_v = 1/(1 + e^(x−η_v)).

This has the same form, so p = N_v F(η_v) = N_v F(−η), with m_h in place of m_e.

I take 0.47 to be the density-of-states mass, which already combines heavy and light holes through m_h^(3/2) = m_hh^(3/2) + m_lh^(3/2). A separate light-hole term would count those states twice.

At 300 K, kT = 25.85 meV and

N_c = 4.352 × 10¹⁷ cm⁻³
N_v = 8.086 × 10¹⁸ cm⁻³.

**One equation for one unknown**

Undoped material with injected pairs is neutral when n = p:

N_c F(η) = N_v F(−η).

Both effective densities of states contain the same power of T, so this is

F(η)/F(−η) = (m_h/m_e)^(3/2) = (0.47/0.067)^(3/2) = 18.58.

As η rises, the integrand of F(η) grows at every x and that of F(−η) shrinks. The ratio therefore rises steadily, from zero to infinity, and there is one root. For equal masses the root would be η = 0. Here the holes have many more states, so the electrons must fill their band further and η is positive.

**Doing the integrals by hand**

Try η = 1.9. In the electron integral put x = t², so that √x dx = 2t² dt:

F(η) = (4/√π) ∫₀^∞ t²/(1 + e^(t²−η)) dt.

This removes the square-root behaviour at the lower end. Use the trapezoidal rule with step 0.5. The integrand vanishes at t = 0, and the other points give

t = 0.5: 0.20972
t = 1.0: 0.71095
t = 1.5: 0.93011
t = 2.0: 0.43639
t = 2.5: 0.07964
t = 3.0: 0.00742
t = 3.5: 0.00039
t = 4.0: 0.00001

The sum is 2.37463, hence

F(1.9) ≈ (4/√π) × 0.5 × 2.37463 = 2.6795.

Adaptive numerical integration gives 2.6794, so this coarse step is sufficient.

For the holes, e^(−(x+η)) is less than 1 throughout the range when η > 0, and the occupation can be expanded as a geometric series:

1/(1 + e^(x+η)) = e^(−(x+η)) − e^(−2(x+η)) + e^(−3(x+η)) − …

Each term is integrated with (2/√π)∫₀^∞ √x e^(−jx) dx = 1/j^(3/2), which gives

F(−η) = e^(−η) − e^(−2η)/2^(3/2) + e^(−3η)/3^(3/2) − …

At η = 1.9:

F(−1.9) ≈ 0.14957 − 0.00791 + 0.00064 − 0.00006 = 0.14224.

The two densities are then

n = 4.352 × 10¹⁷ × 2.679 = 1.166 × 10¹⁸ cm⁻³
p = 8.086 × 10¹⁸ × 0.1422 = 1.150 × 10¹⁸ cm⁻³.

There are slightly too many electrons, so η must come down a little. At η = 1.8 the same procedure gives n = 1.105 × 10¹⁸ and p = 1.265 × 10¹⁸ cm⁻³. The root lies between the two trials.

Interpolate ln(n/p), which is −0.1350 at 1.8 and +0.0137 at 1.9:

η = 1.8 + 0.1 × 0.1350/(0.1350 + 0.0137) = 1.891.

There F(η) = 2.666 and F(−η) = 0.1435. Both bands give the same density:

n = 4.352 × 10¹⁷ × 2.666 = 1.16 × 10¹⁸ cm⁻³
p = 8.086 × 10¹⁸ × 0.1435 = 1.16 × 10¹⁸ cm⁻³.

**The transparency density is n_tr ≈ 1.2 × 10¹⁸ cm⁻³, or 1.2 × 10²⁴ m⁻³.**

The electron quasi-Fermi level lies 48.9 meV above the conduction edge. The hole quasi-Fermi level lies 48.9 meV above the valence edge, which places it inside the gap. The electrons are degenerate and the holes are nearly classical.

A separate calculation avoids both N_c, N_v and the edge condition. It sums carriers directly over wave vectors, then raises the density until f_c − f_v first becomes positive for some pair of states with equal wave vector. It also gives 1.160 × 10¹⁸ cm⁻³.

**Why your estimate was too high**

With Boltzmann factors, n = N_c e^η and p = N_v e^(−η). Their product no longer contains η, and n = p gives √(N_c N_v) = 1.876 × 10¹⁸ cm⁻³. With the full integrals the same multiplication gives

n² = N_c N_v F(η)F(−η).

The correction factor is √(2.6663 × 0.14350) = 0.619, which brings 1.876 down to 1.16. Your value is 62 % above the full result.

Nearly all of this comes from the electrons. At η = 1.9 the Boltzmann factor would be 1/0.14957 = 6.7, against a true F of 2.68: near the band edge it places several electrons in states that can hold one. For the holes the two numbers are 0.1496 and 0.1422, a difference of only 5 %. Keeping the full integral for electrons and Boltzmann statistics for holes gives 1.18 × 10¹⁸ cm⁻³, which is 1.8 % high. That is a good shortcut at this mass ratio. For equal masses, with η = 0, neither band would be classical.

**Transparency depends on the photon energy**

At n_tr the gain window has only just opened, and photons above the edge are still absorbed. At 2 × 10¹⁸ cm⁻³ the window extends from the edge to 45 meV above it.

Suppose you want transparency at a photon energy E_g + δ. The condition becomes

η_c + η_v = δ/kT.

Let A_c = d ln F/dη at η_c, and A_v the same derivative at η_v. Neutrality requires equal relative changes of n and p:

d ln n = A_c dη_c = A_v dη_v.

Hence dη_c = d ln n/A_c and dη_v = d ln n/A_v. Their sum is d(δ/kT), so

d ln n/d(δ/kT) = A_c A_v/(A_c + A_v).

With A_c = 0.532 and A_v = 0.952 this is 0.341. For δ = 10 meV, ln n changes by about 0.341 × 10/25.85 = 0.13. Solving the full equation gives +13.8 % for +10 meV and −12.6 % for −10 meV.

**How far to trust it for a real device**

The masses are common textbook values, but the model is simpler than the material. The value 0.067 is the low-temperature electron mass; at 300 K it is nearer 0.063, which lowers n_tr by 5.8 % and almost cancels the nonparabolicity correction listed below. The following changes are relative to 1.16 × 10¹⁸ cm⁻³, made one at a time, with rough material parameters.

- **Temperature.** The equation for η contains only the mass ratio, so at fixed masses n_tr varies as T^(3/2). At 350 K, plausible for a working device, it is 1.46 × 10¹⁸ cm⁻³, or 26 % higher. This assumes that the masses do not change with temperature.
- **Band-edge shape.** Real edges have tails, and scattering broadens the transitions. I represent this crudely by moving the relevant photon energy by ±10 meV, which gives the 13–14 % changes found above. This is only an illustration: the real size and sign depend on the line shape. If the gain spectrum of this model is convolved with a line shape, net gain first appears about 5 % higher for a Gaussian of 10 meV standard deviation and about 15 % higher for a sech shape of width 6.6 meV. For Lorentzians of 3–7 meV half-width it appears roughly 40–65 % higher, because their long tails carry absorption down from high energies, and that figure depends on where the bands are cut off.
- **Hole mass.** Raising it to 0.53 increases n_tr by 6.6 %. The real valence bands are warped and nonparabolic, and can act heavier still: Luttinger-parameter models give an effective density-of-states mass of about 0.63–0.74 at 300 K, depending on the parameters and the number of bands, which raises n_tr by 16–26 %. With more hole states, each valence state is less likely to be empty at a given density, so the electrons must supply more of the inversion.
- **Nonparabolic conduction band.** With E(1 + αE) = ħ²q²/(2m_e) and α = 0.6 per eV, there are more electron states at a given energy. The density rises by 5.4 %.
- **L valleys.** With a separation of 0.29 eV and a density-of-states mass of 0.56, they hold about 0.08 % of the electron density at the same quasi-Fermi level. They can be ignored here.
- **Residual doping.** With 10¹⁶ cm⁻³ ionized acceptors, neutrality reads p = n + N_A, and the required electron density falls by 0.3 %. Calling such a sample undoped does no harm to this calculation.

Carriers also shrink the gap. If the bands merely move closer without changing shape, all energies measured from the edges stay the same, and so does n_tr. In the wave-vector calculation the gap cancels in the same way, and lowering it by 20 meV leaves the result unchanged. The wavelength does move: for a rough gap of 1.42 eV, a shrinkage of 20 meV shifts the edge from 873 to 886 nm. The 20 meV is only an example; rough estimates for this density are nearer 30–40 meV. Changes in the shape of the absorption edge caused by the Coulomb interaction are not covered by this argument.

So 1.16 is the answer to the stated model, while 1.2 × 10¹⁸ cm⁻³ is the sensible figure to quote. For a real device with a bulk, nearly undoped active region at 300 K, the changes above suggest an uncertainty of a few tenths of that value, mostly upward. The N_tr in device gain formulas is also a different quantity, found by fitting peak gain against density with a line or a logarithm. Within this same model such fits give values about 10–40 % above n_tr, depending on the form and range of the fit. Quantum wells and heavily doped regions need their own calculation. This is not a firm bound: the 10 meV shift is only an illustration, several changes can add, and Coulomb effects on the shape of the edge are left out. If the active region runs warm, apply the T^(3/2) factor first. The numerical output below gives the remaining digits.

Values computed for the example and the checks

```
Temperature 300 K, kT = 25.85 meV
Masses (free-electron units): electron 0.067, hole 0.47
Nc = 4.352e+17 cm^-3
Nv = 8.086e+18 cm^-3
Nv/Nc = 18.58
Hand quadrature, eta = 1.9, step 0.5:
  t = 0.5  term = 0.20972
  t = 1.0  term = 0.71095
  t = 1.5  term = 0.93011
  t = 2.0  term = 0.43639
  t = 2.5  term = 0.07964
  t = 3.0  term = 0.00742
  t = 3.5  term = 0.00039
  t = 4.0  term = 0.00001
  sum of terms = 2.37463, F(1.9) by hand = 2.6795
Hole series terms at eta = -1.9: 0.14957, -0.00791, 0.00064, -0.00006
  their sum F(-1.9) = 0.14224
Trial table: eta, F(eta), F(-eta), n (cm^-3), p (cm^-3), ln(n/p)
  1.8 2.5393 0.15642 1.105e+18 1.265e+18 -0.1350
  1.9 2.6794 0.14225 1.166e+18 1.150e+18 +0.0137
  2.0 2.8237 0.12930 1.229e+18 1.045e+18 +0.1616
Interpolated eta = 1.8908
Root eta = 1.8908, eta*kT = 48.9 meV
F(eta) = 2.6663, F(-eta) = 0.14350
Transparency density = 1.160e+18 cm^-3 = 1.160e+24 m^-3
From k-space pair inversion = 1.160e+18 cm^-3
Same, gap lowered by 20 meV = 1.160e+18 cm^-3
Same, at 350 K = 1.462e+18 cm^-3
Gain window at 2e18 cm^-3 = 45.2 meV
Boltzmann in both bands: 1.876e+18 cm^-3 (+61.7 %)
Boltzmann holes only: 1.181e+18 cm^-3 (+1.8 %)
Log slopes: A_c = 0.532, A_v = 0.952
d ln n / d(delta/kT) = 0.341; finite difference 0.341
Neglected effects (rough parameters), density and change:
  nonparabolicity 0.6 /eV: 1.223e+18 cm^-3 (+5.4 %)
  L valley, 0.29 eV, mass 0.56: 9.36e+14 cm^-3 (0.08 % of n)
  hole mass 0.53: 1.237e+18 cm^-3 (+6.6 %)
  350 K: 1.462e+18 cm^-3 (+26.0 %)
  edge +10 meV: 1.321e+18 cm^-3 (+13.8 %)
  edge -10 meV: 1.014e+18 cm^-3 (-12.6 %)
  acceptors 1e+16 cm^-3: n = 1.157e+18 cm^-3 (-0.31 %)
Edge wavelength, gap 1.42 eV: 873 nm
  with gap shrunk by 20 meV: 886 nm
```
